# Why screening in a metal is not exponential at long range: a numerical check

```python
"""Static screening of a weak point charge Z*e in a uniform electron gas.

Result under test (linear response, random phase approximation, T = 0):
  far away   dn(r) -> -Z kTF^2 kF^2 cos(2 kF r) / (pi (4kF^2+kTF^2/2)^2 r^3)
  at r = 0   dn is finite, with slope -2 Z n0 / a0
whereas linearised Thomas-Fermi gives Z kTF^2 exp(-kTF r) / (4 pi r).
dn: added electron number density; n0: mean density; kF: Fermi wave vector;
kTF: Thomas-Fermi wave vector; a0: Bohr radius; F: static response divided
by its q = 0 value. Internally lengths are in 1/kF, wave vectors in kF,
densities in kF^3 per unit Z, and s = (kTF/kF)^2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

pi = np.pi
hbar, mass, e = const.hbar, const.m_e, const.e
eps0, kB = const.epsilon_0, const.k
a0 = const.physical_constants["Bohr radius"][0]

# Model parameters
n0 = 1.0e29          # m^-3
Z = 0.1
temperature = 300.0  # K, used only for thermal damping

kF = (3 * pi**2 * n0) ** (1 / 3)
EF = hbar**2 * kF**2 / (2 * mass)
vF = hbar * kF / mass
dos = mass * kF / (pi**2 * hbar**2)
kTF = np.sqrt(e**2 * dos / eps0)
s = (kTF / kF) ** 2


def gas_density(energy):
    return (2 * mass * energy / hbar**2) ** 1.5 / (3 * pi**2)


step = 1e-4 * EF
dos_numeric = (gas_density(EF + step) - gas_density(EF - step)) / (2 * step)
assert abs(dos_numeric / dos - 1) < 1e-6
assert abs(s * pi * a0 * kF / 4 - 1) < 1e-6


def lindhard(x):
    """F(x), x = q/(2 kF); a series avoids cancellation at large x."""
    near = np.minimum(x, 20.0)
    far = np.maximum(x, 20.0)
    closed = 0.5 + (1 - near**2) / (4 * near) * np.log(
        np.abs((1 + near) / (1 - near)))
    series = 1 / (3 * far**2) + 1 / (15 * far**4) + 1 / (35 * far**6)
    return np.where(x < 20.0, closed, series)


def F_gas(q):
    return lindhard(q / 2)


def F_thomas_fermi(q):
    return 1.0 + 0.0 * q


def F_smooth(q):
    """Same q = 0 value and large-q limit as F_gas, but no singularity."""
    return 1 / (1 + 0.75 * q**2)


# Independent road 1: perturbation sum over two displaced Fermi spheres
def F_from_spheres(q):
    def disc(p):
        return pi * max(1 - p**2, 0.0)

    def integrand(p):
        return (disc(p - q / 2) - disc(p + q / 2)) / (p * q)

    split = abs(1 - q / 2)
    inner = quad(integrand, 0, split)[0]
    outer = quad(lambda t: integrand(np.exp(t)) * np.exp(t),
                 np.log(split), np.log(1 + q / 2), epsabs=1e-12)[0]
    return (inner + outer) / (2 * pi)


# Independent road 2: diagonalise the gas in a weak potential 2*lam*cos(qz),
# with energy unit hbar^2 kF^2/(2m); transverse motion is filled exactly
def F_from_diagonalization(q, lam=1e-3, nk=1200):
    k = ((np.arange(nk) + 0.5) / nk - 0.5) * q
    shifts = np.arange(-4, 5) * q
    size = len(shifts)
    H = np.zeros((nk, size, size))
    for i in range(size):
        H[:, i, i] = (k + shifts[i]) ** 2
        if i + 1 < size:
            H[:, i, i + 1] = H[:, i + 1, i] = lam
    energy, vec = np.linalg.eigh(H)
    filling = np.maximum(1 - energy, 0) / (4 * pi)
    harmonic = np.sum(vec[:, 1:, :] * vec[:, :-1, :], axis=1)
    density_q = 2 * np.sum(filling * harmonic) * (q / nk) / (2 * pi)
    return -density_q / lam * 2 * pi**2


for q in (0.3, 1.2, 1.9, 2.1, 3.0, 6.0):
    assert abs(F_from_spheres(q) - F_gas(q)) < 1e-7
diag_results = [(q, F_from_diagonalization(q)) for q in (1.2, 3.0)]
for q, value in diag_results:
    assert abs(value / F_gas(q) - 1) < 2e-3

# Logarithmically infinite slope where the spheres just touch
slopes = []
for d in (1e-2, 1e-4):
    slope = (F_from_spheres(2 * (1 + d)) - F_from_spheres(2 * (1 - d))) / (2 * d)
    assert abs(slope - 0.5 * np.log(d / 2)) < 0.01
    slopes.append((d, slope))
assert abs(F_from_spheres(100.0) * 3 * 100.0**2 / 4 - 1) < 1e-3

gauss_x, gauss_w = np.polynomial.legendre.leggauss(16)


def q_nodes(max_step, q_max):
    """Gauss panels on [0, q_max], refined towards q = 2."""
    def offsets(end):
        out = [0.0, 1e-10]
        while out[-1] < end:
            out.append(min(end, out[-1] + min(out[-1], max_step)))
        return np.array(out)

    edges = np.concatenate((2 - offsets(2.0)[::-1],
                            2 + offsets(q_max - 2)[1:]))
    half = np.diff(edges) / 2
    mid = (edges[1:] + edges[:-1]) / 2
    return ((mid[:, None] + half[:, None] * gauss_x).ravel(),
            (half[:, None] * gauss_w).ravel())


def sine_integral(h, r):
    """Integral of h(q) sin(qr) over q > 0, with an end-point tail."""
    Q = max(100.0, 1000.0 / r)
    q, w = q_nodes(2 / r, Q)
    dq = 1e-3 * Q
    slope = (h(Q + dq) - h(Q - dq)) / (2 * dq)
    tail = h(Q) * np.cos(Q * r) / r - slope * np.sin(Q * r) / r**2
    return float(np.sum(w * h(q) * np.sin(q * r)) + tail)


def induced_q(q, F):
    value = s * F(q)
    return value / (q**2 + value)


def density(r, F=F_gas):
    return sine_integral(lambda q: q * induced_q(q, F), r) / (2 * pi**2 * r)


def potential(r):
    """Potential in units of Z e kF / (4 pi eps0)."""
    return 2 / (pi * r) * sine_integral(
        lambda q: q / (q**2 + s * F_gas(q)), r)


def partial_origin(F, Q):
    q, w = q_nodes(np.inf, Q)
    return float(np.sum(w * q**2 * induced_q(q, F))) / (2 * pi**2)


def density_tf(r):
    return s * np.exp(-np.sqrt(s) * r) / (4 * pi * r)


# Thomas-Fermi density transformed back to wave-vector space
for q in (0.01, 1.0, 3.0):
    back = quad(lambda r: 4 * pi * r * np.sin(q * r) / q * density_tf(r),
                0, 40, limit=300)[0]
    assert abs(back - s / (q**2 + s)) < 1e-6

# Long-range tails, at a crest and at a node of the cosine
amplitude = s / (pi * (4 + s / 2) ** 2)
crests = []
for periods, tolerance in ((10, 0.05), (100, 0.002)):
    r = pi * periods
    ratio = density(r) * r**3 / (-amplitude)
    assert abs(ratio - 1) < tolerance
    crests.append((periods, ratio))
r = pi * 100.25
assert abs(density(r) * r**3 / amplitude) < 0.02
r = pi * 100
pot_ratio = potential(r) * r**3 / (s / (4 + s / 2) ** 2)
assert abs(pot_ratio - 1) < 0.01

# Finite density and cusp at the charge
Q_big = 1e6
origin = partial_origin(F_gas, Q_big)
origin += Q_big**3 * float(induced_q(Q_big, F_gas)) / (2 * pi**2)
cusp_1 = (density(0.01) - origin) / 0.01
cusp_2 = (density(0.02) - origin) / 0.02
cusp = 2 * cusp_1 - cusp_2
cusp_formula = -2 * n0 / a0 / kF**4
assert abs(cusp / cusp_formula - 1) < 5e-3
cutoffs = (10.0, 100.0, 1000.0)
partial_gas = [partial_origin(F_gas, Q) for Q in cutoffs]
partial_tf = [partial_origin(F_thomas_fermi, Q) for Q in cutoffs]
growth = (partial_tf[2] - partial_tf[1]) / 900
assert abs(growth / (s / (2 * pi**2)) - 1) < 1e-3
assert abs(partial_gas[2] / origin - 1) < 0.01

# Smooth substitute: finite at the charge, exponential far away
roots = np.roots([0.75, 1.0, s]).astype(complex)
poles = [np.sqrt(root) for root in roots]
poles = [p if p.imag > 0 else -p for p in poles]


def density_smooth_closed(r):
    waves = np.exp(1j * poles[0] * r) - np.exp(1j * poles[1] * r)
    return (s / 0.75 / (roots[0] - roots[1]) * waves / (4 * pi * r)).real


for r in (0.5, 2.0, 4.0):
    assert abs(density(r, F_smooth) - density_smooth_closed(r)) < 1e-7
smooth_origin = partial_origin(F_smooth, Q_big)
assert abs(density(1e-3, F_smooth) / smooth_origin - 1) < 0.01
r = 10 * pi
smooth_fraction = abs(density(r, F_smooth) / density(r))
assert smooth_fraction < 1e-4

# Thermal damping, from the full screened response at kB T = 0.02 EF
theta = 0.02
u = np.arange(-300, 301) * 0.1
thermal_w = 0.1 / (4 * np.cosh(u / 2) ** 2)
thermal_k = np.sqrt(1 + theta * u)


def F_thermal(q):
    total = 0.0 * q
    for weight, k in zip(thermal_w, thermal_k):
        total = total + weight * k * lindhard(q / (2 * k))
    return total


thermal_ratio = density(r, F_thermal) / density(r)
X = pi * theta * r
thermal_formula = X / np.sinh(X)
assert abs(thermal_ratio / thermal_formula - 1) < 0.03

# Worked example
nm = 1e-9
to_nm3 = Z * kF**3 * nm**3
scan = np.arange(0.5, 6.0, 0.1)
values = [density(x) for x in scan]
first = next(i for i in range(len(scan) - 1) if values[i] * values[i + 1] < 0)
zero = brentq(density, scan[first], scan[first + 1], xtol=1e-8)
crossing = brentq(lambda x: density_tf(x) * x**3 - amplitude, 2.0, 20.0)
L_thermal = hbar * vF / (2 * pi * kB * temperature)

print(f"mean density n0 = {n0 * nm**3:.1f} nm^-3, Z = {Z}")
print(f"kF = {kF * nm:.3f} nm^-1, kTF = {kTF * nm:.3f} nm^-1")
print(f"(kTF/kF)^2 = {s:.4f}")
print(f"Fermi energy = {EF / e:.3f} eV, vF = {vF:.3e} m/s")
print(f"Thomas-Fermi length 1/kTF = {1 / kTF / nm:.4f} nm")
print(f"Friedel period pi/kF = {pi / kF / nm:.4f} nm")
print(f"tail amplitude (dn*r^3, includes Z) = {Z * amplitude:.3e}")
for q, value in diag_results:
    print(f"F at q={q} kF: diagonalised {value:.5f}, formula {F_gas(q):.5f}")
for d, slope in slopes:
    print(f"mean slope dF/dx across x=1, half-width {d:.0e}: {slope:.3f}")
print("density integral at r=0 cut at Q, in nm^-3:")
for Q, gas, tf in zip(cutoffs, partial_gas, partial_tf):
    print(f" Q={Q:.0f} kF: Lindhard {gas * to_nm3:.3f}, TF {tf * to_nm3:.3f}")
print(f"Lindhard dn(0) = {origin * to_nm3:.3f} nm^-3")
print(f"dn(0)/n0 = {origin * to_nm3 / (n0 * nm**3):.4f}")
print(f"cusp slope: numeric {cusp * to_nm3 * kF * nm:.1f} nm^-4")
print(f"cusp slope: formula {cusp_formula * to_nm3 * kF * nm:.1f} nm^-4")
print("r (nm): dn Lindhard, dn TF, Friedel formula (nm^-3)")
for r_nm in (0.001, 0.01, 0.05, 0.1, 0.2, 0.5, 1.0, 2.0):
    x = r_nm * nm * kF
    row = f" {r_nm}: {density(x) * to_nm3:.3e}, {density_tf(x) * to_nm3:.3e}"
    if r_nm >= 0.2:
        row += f", {-amplitude * np.cos(2 * x) / x**3 * to_nm3:.3e}"
    print(row)
print(f"first sign change of Lindhard dn: {zero / kF / nm:.4f} nm")
print(f"Friedel envelope exceeds TF beyond {crossing / kF / nm:.4f} nm")
print("r (nm): electron potential energy Lindhard, TF, bare (meV)")
energy_unit = -Z * e * kF / (4 * pi * eps0) * 1000
for r_nm in (0.1, 0.5, 1.0):
    x = r_nm * nm * kF
    print(f" {r_nm}: {energy_unit * potential(x):.3e}, "
          f"{energy_unit * np.exp(-np.sqrt(s) * x) / x:.3e}, "
          f"{energy_unit / x:.3e}")
for periods, ratio in crests:
    print(f"numeric/formula density after {periods} periods: {ratio:.5f}")
print(f"numeric/formula potential after 100 periods: {pot_ratio:.5f}")
print(f"smooth F: decay length {1 / poles[0].imag / kF / nm:.4f} nm")
print(f"smooth F: dn(0) = {smooth_origin * to_nm3:.3f} nm^-3")
print(f"thermal test, kB*T/EF = {theta}, r = 10 periods:")
print(f" damping numeric {thermal_ratio:.4f}, formula {thermal_formula:.4f}")
print(f"thermal length at {temperature:.0f} K = {L_thermal / nm:.3f} nm")
for r_nm in (1.0, 10.0, 50.0):
    X = r_nm * nm / L_thermal
    print(f" thermal factor at {r_nm:.0f} nm: {X / np.sinh(X):.4f}")
print("checks complete")
```

Running it gives:

```
mean density n0 = 100.0 nm^-3, Z = 0.1
kF = 14.360 nm^-1, kTF = 18.588 nm^-1
(kTF/kF)^2 = 1.6756
Fermi energy = 7.856 eV, vF = 1.662e+06 m/s
Thomas-Fermi length 1/kTF = 0.0538 nm
Friedel period pi/kF = 0.2188 nm
tail amplitude (dn*r^3, includes Z) = 2.279e-03
F at q=1.2 kF: diagonalised 0.86968, formula 0.86968
F at q=3.0 kF: diagonalised 0.16470, formula 0.16470
mean slope dF/dx across x=1, half-width 1e-02: -2.649
mean slope dF/dx across x=1, half-width 1e-04: -4.952
density integral at r=0 cut at Q, in nm^-3:
 Q=10 kF: Lindhard 29.711, TF 204.422
 Q=100 kF: Lindhard 32.736, TF 2462.706
 Q=1000 kF: Lindhard 33.037, TF 25082.839
Lindhard dn(0) = 33.071 nm^-3
dn(0)/n0 = 0.3307
cusp slope: numeric -378.0 nm^-4
cusp slope: formula -377.9 nm^-4
r (nm): dn Lindhard, dn TF, Friedel formula (nm^-3)
 0.001: 3.269e+01, 2.699e+03
 0.01: 2.938e+01, 2.283e+02
 0.05: 1.679e+01, 2.171e+01
 0.1: 6.531e+00, 4.285e+00
 0.2: 1.085e-01, 3.340e-01, -2.444e-01
 0.5: 4.308e-03, 5.058e-04, 4.021e-03
 1.0: 2.066e-03, 2.327e-08, 2.057e-03
 2.0: -1.762e-04, 9.844e-17, -1.794e-04
first sign change of Lindhard dn: 0.2146 nm
Friedel envelope exceeds TF beyond 0.2177 nm
r (nm): electron potential energy Lindhard, TF, bare (meV)
 0.1: -2.192e+02, -2.244e+02, -1.440e+03
 0.5: -3.693e-02, -2.649e-02, -2.880e+02
 1.0: 4.741e-02, -1.219e-06, -1.440e+02
numeric/formula density after 10 periods: 1.00321
numeric/formula density after 100 periods: 1.00004
numeric/formula potential after 100 periods: 1.00003
smooth F: decay length 0.0670 nm
smooth F: dn(0) = 25.319 nm^-3
thermal test, kB*T/EF = 0.02, r = 10 periods:
 damping numeric 0.5607, formula 0.5592
thermal length at 300 K = 6.736 nm
 thermal factor at 1 nm: 0.9963
 thermal factor at 10 nm: 0.7092
 thermal factor at 50 nm: 0.0089
checks complete
```
